# Screening of intersubband Coulomb elements in a two-subband electron gas: test program

```python
# Result under test: in a two-subband electron gas the screened elements W of a
# static charge follow from W = inverse(eps) v, eps = 1 - V chi, a matrix in the
# pair index (11, 22, 12); no single scalar divisor serves all elements.
# v: bare elements of the charge; V: bare electron-electron elements;
# chi: static response of each pair (pairs 12 and 21 merged, spin included).
# Units inside: meV, nm. A = hbar^2/(2m), c = e^2/(2 kappa eps0).
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit
from scipy.interpolate import CubicSpline

mass, kappa, kappa_inf = 0.067, 12.9, 10.9      # rough GaAs-like values
L, spacer, density, T = 20.0, 5.0, 4.0e-3, 300.0
barrier, gap, phonon = 250.0, 1420.0, 36.0      # meV, rough
A = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e * 1e21
c = sc.e / (2 * kappa * sc.epsilon_0) * 1e12
kT = sc.k * T / sc.e * 1e3
hbar = sc.hbar / sc.e * 1e3                     # meV s
dos = 1 / (2 * np.pi * A)                       # per subband, with spin

z = np.linspace(-spacer, L + spacer, 301)
h = z[1] - z[0]
distance = np.abs(z[:, None] - z[None, :])
hard_well = (z > 1e-6) & (z < L - 1e-6)
gl_x, gl_w = np.polynomial.legendre.leggauss(100)


def sheet_density(mu, energy):
    return dos * kT * np.logaddexp(0, (mu - energy) / kT)


class Gas:
    """Subbands of a potential U(z), their filling and their RPA matrices."""

    def __init__(self, U, inside, nsub=2):
        idx = np.flatnonzero(inside)
        self.E, vec = eigh_tridiagonal(
            2 * A / h**2 + U[idx], -A / h**2 * np.ones(len(idx) - 1),
            select='i', select_range=(0, nsub - 1))
        self.phi = np.zeros((nsub, z.size))
        self.phi[:, idx] = vec.T / np.sqrt(h)
        near_left = np.argmin(np.abs(z - 1.0))
        self.phi *= np.sign(self.phi[:, near_left])[:, None]
        self.mu = brentq(lambda m: sheet_density(m, self.E).sum() - density,
                         self.E[0] - 20 * kT, self.E[0] + 20 * kT)
        self.n = sheet_density(self.mu, self.E)
        self.pairs = [(i, i) for i in range(nsub)]
        self.pairs += [(i, j) for i in range(nsub) for j in range(i + 1, nsub)]
        self.rho = np.array([self.phi[i] * self.phi[j] for i, j in self.pairs])
        self.p12 = self.pairs.index((0, 1))

    def half_response(self, i, j, q):
        a = self.E[i] - self.E[j] - A * q * q
        b = 2 * A * q
        kc = max(abs(a) / b, 1e-12)
        kmax = np.sqrt(40 * kT / A)
        top = np.arcsin(min(1.0, kmax / kc))
        th = 0.5 * top * (gl_x + 1)
        f = expit((self.mu - self.E[i] - A * (kc * np.sin(th))**2) / kT)
        return a / (np.pi * b * b) * 0.5 * top * np.sum(gl_w * np.sin(th) * f)

    def Pi(self, i, j, q):
        return self.half_response(i, j, q) + self.half_response(j, i, q)

    def chi(self, q):
        return np.array([(1 if i == j else 2) * self.Pi(i, j, q)
                         for i, j in self.pairs])

    def rpa(self, q):
        V = c / q * h * h * self.rho @ np.exp(-q * distance) @ self.rho.T
        v = c / q * h * self.rho @ np.exp(-q * (z + spacer))
        chi = self.chi(q)
        eps = np.eye(len(chi)) - V * chi[None, :]
        scalar = 1 - V[0, 0] * chi[:len(self.E)].sum()
        return V, v, chi, eps, np.linalg.solve(eps, v), scalar


def poisson_elements(gas, q, source):
    """Screened elements from Poisson's equation on the grid, no form factors."""
    d = 2 + (q * h)**2
    decay = d / 2 - np.sqrt(d * d / 4 - 1)
    M = np.diag(np.full(z.size, d))
    M -= np.eye(z.size, k=1) + np.eye(z.size, k=-1)
    M[0, 0] = M[-1, -1] = d - decay             # open space beyond the grid
    M /= h * h
    M -= 2 * c * h * (gas.rho.T * gas.chi(q)) @ gas.rho
    return h * gas.rho @ np.linalg.solve(M, 2 * c * source)


flat = np.zeros(z.size)
gas = Gas(flat, hard_well)
field = 2.0                                      # meV/nm
tilted = Gas(field * z, hard_well)
E21 = gas.E[1] - gas.E[0]
assert abs(E21 / (3 * A * (np.pi / L)**2) - 1) < 1e-3

# Response function against its definition, a sum over the k plane
k1d = np.arange(-2.0, 2.0, 0.02)
kx, ky = np.meshgrid(k1d, k1d)
for i, j, q in [(0, 0, 0.1), (1, 1, 0.3), (0, 1, 0.1), (0, 1, 0.35)]:
    x = gas.E[i] + A * (kx**2 + ky**2)
    y = gas.E[j] + A * ((kx + q)**2 + ky**2)
    fx, fy = expit((gas.mu - x) / kT), expit((gas.mu - y) / kT)
    close = np.abs(x - y) < 1e-6
    ratio = np.where(close, -fx * (1 - fx) / kT,
                     (fx - fy) / np.where(close, 1.0, x - y))
    direct = 2 * ratio.sum() * 0.02**2 / (4 * np.pi**2)
    assert abs(gas.Pi(i, j, q) / direct - 1) < 1e-4

# Density response, with its factor 2 for the 12 pair, by diagonalization
probe = np.exp(-0.1 * z)
U2 = h * (gas.phi * probe) @ gas.phi.T


def perturbed_density(lam):
    e, s = np.linalg.eigh(np.diag(gas.E) + lam * U2)
    return sheet_density(gas.mu, e) @ (s.T @ gas.phi)**2


change = (perturbed_density(0.01) - perturbed_density(-0.01)) / 0.02
linear = (gas.chi(1e-3) * (h * gas.rho @ probe)) @ gas.rho
assert np.max(np.abs(change - linear)) < 1e-3 * np.max(np.abs(change))

# Matrix inversion against the Poisson equation
point = np.zeros(z.size)
point[0] = 1 / h
for g in (gas, tilted):
    for q in (0.03, 0.1, 0.3):
        V, v, chi, eps, W, s = g.rpa(q)
        assert np.allclose(poisson_elements(g, q, point), W, rtol=2e-3, atol=0)
        Wee = np.linalg.solve(eps, V)
        grid = np.array([poisson_elements(g, q, r) for r in g.rho]).T
        assert np.max(np.abs(grid - Wee)) < 2e-3 * Wee[2, 2]

# Closed form of the bare 12 element of the remote charge
for q in (0.05, 0.3):
    closed = c * np.exp(-q * spacer) / L * (1 + np.exp(-q * L)) * (
        1 / (q * q + (np.pi / L)**2) - 1 / (q * q + (3 * np.pi / L)**2))
    assert abs(gas.rpa(q)[1][2] / closed - 1) < 1e-3

# Long-wave limits
V, v, chi, eps, W, s = gas.rpa(1e-4)
v12_limit = 16 * c * L / (9 * np.pi**2)
eps12_limit = 1 + 20 * c * L * (gas.n[0] - gas.n[1]) / (9 * np.pi**2 * E21)
assert abs(chi[:2] @ W[:2] + 1) < 3e-3
assert abs(W[2] / (v12_limit / eps12_limit) - 1) < 5e-3
assert abs(v[2] / s) < 0.01 * W[2]               # scalar division loses W12

# Mirror symmetry decouples the 12 pair; a tilt couples it
eps_sym, eps_tilt = gas.rpa(0.1)[3], tilted.rpa(0.1)[3]
assert np.max(np.abs(eps_sym[2, :2])) < 1e-8
assert abs(eps_tilt[2, 0]) > 1e-3


def w12_tables(g):
    qs = np.geomspace(0.02, 2.5, 70)
    full, scal = [], []
    for q in qs:
        V, v, chi, eps, W, s = g.rpa(q)
        full.append(W[g.p12])
        scal.append(v[g.p12] / s)
    return CubicSpline(np.log(qs), full), CubicSpline(np.log(qs), scal)


def rate(g, table, E):
    th = (np.arange(64) + 0.5) * np.pi / 64
    ka = np.sqrt((E + g.E[1] - g.E[0]) / A)
    kb = np.sqrt(E / A)
    q = np.sqrt(ka**2 + kb**2 - 2 * ka * kb * np.cos(th))
    return density / (2 * A * hbar) * np.mean(table(np.log(q))**2)


def mean_rate(g, table):
    E = 6 * kT * (gl_x + 1)
    weight = gl_w * expit((g.mu - g.E[1] - E) / kT)
    return np.sum(weight * [rate(g, table, e) for e in E]) / weight.sum()


full, scal = w12_tables(gas)

# Golden rule with a broadened delta function in the plane of final states
dk, width = 0.004, 2.0
k1d = np.arange(-0.56, 0.56, dk)
kx, ky = np.meshgrid(k1d, k1d)
transfer = np.maximum(np.hypot(kx - np.sqrt(kT / A), ky), 0.02)
delta = np.exp(-0.5 * ((A * (kx**2 + ky**2) - kT - E21) / width)**2)
delta /= width * np.sqrt(2 * np.pi)
golden = 2 * np.pi / hbar * density * dk**2 / (4 * np.pi**2) * np.sum(
    full(np.log(transfer))**2 * delta)
assert abs(golden / rate(gas, full, kT) - 1) < 0.01

# Neglected effects: more subbands; finite barrier with Hartree bending
four = Gas(flat, hard_well, 4)
wall = np.where((z < -1e-6) | (z > L + 1e-6), barrier, 0.0)
hartree = np.zeros(z.size)
everywhere = np.ones(z.size, bool)
for step in range(200):
    real = Gas(wall + hartree, everywhere)
    new = -c * h * distance @ (real.n @ real.phi**2)
    new -= new[z.size // 2]
    shift = np.max(np.abs(new - hartree))
    hartree += 0.5 * (new - hartree)
    if shift < 1e-7:
        break
assert shift < 1e-6
bare_barrier = Gas(wall, everywhere)

print(f"well {L:.0f} nm, spacer {spacer:.0f} nm, T {T:.0f} K, kT {kT:.2f} meV")
print(f"mass {mass} m0, kappa {kappa}, density {density*1e14:.1e} cm^-2")
print(f"A {A:.1f} meV nm^2, c {c:.1f} meV nm")
print(f"E1 {gas.E[0]:.2f} meV, E2 {gas.E[1]:.2f} meV, E21 {E21:.2f} meV")
print(f"mu - E1 {gas.mu-gas.E[0]:.2f} meV")
print(f"n1 {gas.n[0]*1e14:.3e}, n2 {gas.n[1]*1e14:.3e} cm^-2")
V, v, chi, eps, W, s = gas.rpa(0.1)
print("At q = 0.1 nm^-1, pair order 11, 22, 12:")
print("chi (1e-5 /(meV nm^2)):", *[f"{x*1e5:.3f}" for x in chi])
for name, row in zip(("11", "22", "12"), V):
    print(f"V row {name} (meV nm^2):", *[f"{x+0.0:.1f}" for x in np.where(
        np.abs(row) < 1e-6, 0.0, row)])
for name, row in zip(("11", "22", "12"), eps):
    print(f"eps row {name}:", *[f"{x:.4f}" for x in np.where(
        np.abs(row) < 1e-8, 0.0, row)])
print("bare v (meV nm^2):", *[f"{x:.1f}" for x in v])
print("screened W (meV nm^2):", *[f"{x:.1f}" for x in W])
print(f"usual scalar {s:.4f}; v/scalar:", *[f"{x:.1f}" for x in v / s])
Wee = np.linalg.solve(eps, V)
print("electron-electron divisors V/W for 11,11 22,22 11,22 12,12:")
print(*[f"{V[a, b]/Wee[a, b]:.4f}" for a, b in ((0, 0), (1, 1), (0, 1), (2, 2))])
print("Divisor v/W needed: q (nm^-1), 11, 22, 12, usual scalar")
for q in (0.01, 0.03, 0.1, 0.2, 0.3):
    V, v, chi, eps, W, s = gas.rpa(q)
    print(f"{q:.2f}", *[f"{x:.3f}" for x in v / W], f"{s:.3f}")
print(f"q->0: v12 {v12_limit:.1f} meV nm^2, divisor {eps12_limit:.4f}")
print(f"q->0: W12 {v12_limit/eps12_limit:.1f} meV nm^2")
print("2->1 rate: E/kT, smallest q (nm^-1), matrix, scalar (1/s), ratio")
for m in (0, 1, 3):
    a, b = rate(gas, full, m * kT), rate(gas, scal, m * kT)
    qmin = np.sqrt((m * kT + E21) / A) - np.sqrt(m * kT / A)
    print(f"{m} {qmin:.3f} {a:.3e} {b:.3e} {a/b:.3f}")
a, b = mean_rate(gas, full), mean_rate(gas, scal)
print(f"thermal mean: {a:.3e} {b:.3e} 1/s, ratio {a/b:.3f}")
V, v, chi, eps, W, s = tilted.rpa(0.1)
print(f"Tilt {field*0.01:.2f} MV/cm, q = 0.1 nm^-1: eps row 12:",
      *[f"{x:.4f}" for x in eps[2]])
print(f"W12 full {W[2]:.1f}, coupling dropped {v[2]/eps[2, 2]:.1f} meV nm^2")
print("Neglected effects:")
f4, s4 = w12_tables(four)
print(f"four subbands: n3/n {four.n[2]/density:.4f}, "
      f"W12(0.1) {four.rpa(0.1)[4][four.p12]:.1f} meV nm^2")
print(f"  mean rate {mean_rate(four, f4):.3e} 1/s, "
      f"ratio {mean_rate(four, f4)/mean_rate(four, s4):.3f}")
print(f"barrier {barrier:.0f} meV: E21 {bare_barrier.E[1]-bare_barrier.E[0]:.2f}"
      f" meV, with Hartree {real.E[1]-real.E[0]:.2f} meV")
fr, sr = w12_tables(real)
print(f"  mean rate {mean_rate(real, fr):.3e} 1/s, "
      f"ratio {mean_rate(real, fr)/mean_rate(real, sr):.3f}")
print(f"nonparabolic mass rise 2(E2+kT)/gap {200*(gas.E[1]+kT)/gap:.0f} %")
coupling = c / (2 * np.pi) * np.sqrt(np.pi * density) * 2 * np.pi / np.pi / kT
print(f"Coulomb coupling e^2 sqrt(pi n)/(4 pi eps kT) {coupling/2*1:.2f}"
      if False else
      f"Coulomb energy at mean spacing / kT {c/(2*np.pi)*np.sqrt(np.pi*density)/kT:.2f}")
print(f"Born parameter W12(0.1)/(2A) {gas.rpa(0.1)[4][2]/(2*A):.2f}")
omega = phonon / hbar
alpha = sc.e**2 / (4 * np.pi * sc.epsilon_0 * sc.hbar) * np.sqrt(
    mass * sc.m_e / (2 * sc.hbar * omega)) * (1 / kappa_inf - 1 / kappa)
print(f"bulk polar-phonon absorption {2*alpha*omega/np.expm1(phonon/kT):.1e} 1/s")
print("tests ok")
```

It prints:

```
well 20 nm, spacer 5 nm, T 300 K, kT 25.85 meV
mass 0.067 m0, kappa 12.9, density 4.0e+11 cm^-2
A 568.7 meV nm^2, c 701.4 meV nm
E1 14.03 meV, E2 56.12 meV, E21 42.09 meV
mu - E1 -14.77 meV
n1 3.239e+11, n2 7.607e+10 cm^-2
At q = 0.1 nm^-1, pair order 11, 22, 12:
chi (1e-5 /(meV nm^2)): -9.866 -2.702 -11.453
V row 11 (meV nm^2): 4836.4 4328.4 0.0
V row 22 (meV nm^2): 4328.4 4216.1 0.0
V row 12 (meV nm^2): 0.0 0.0 922.9
eps row 11: 1.4771 0.1170 0.0000
eps row 22: 0.4270 1.1139 0.0000
eps row 12: 0.0000 0.0000 1.1057
bare v (meV nm^2): 1669.9 1793.7 592.4
screened W (meV nm^2): 1034.4 1213.7 535.8
usual scalar 1.6078; v/scalar: 1038.6 1115.6 368.4
electron-electron divisors V/W for 11,11 22,22 11,22 12,12:
1.5809 1.5360 1.5955 1.1057
Divisor v/W needed: q (nm^-1), 11, 22, 12, usual scalar
0.01 9.849 8.927 1.176 9.679
0.03 3.708 3.364 1.157 3.667
0.10 1.614 1.478 1.106 1.608
0.20 1.213 1.136 1.061 1.208
0.30 1.100 1.052 1.035 1.095
q->0: v12 2526.7 meV nm^2, divisor 1.1860
q->0: W12 2130.4 meV nm^2
2->1 rate: E/kT, smallest q (nm^-1), matrix, scalar (1/s), ratio
0 0.272 1.837e+10 1.598e+10 1.150
1 0.132 7.543e+10 4.988e+10 1.512
3 0.089 1.316e+11 6.756e+10 1.948
thermal mean: 6.781e+10 4.330e+10 1/s, ratio 1.566
Tilt 0.02 MV/cm, q = 0.1 nm^-1: eps row 12: 0.0158 -0.0045 1.1002
W12 full 542.5, coupling dropped 554.7 meV nm^2
Neglected effects:
four subbands: n3/n 0.0130, W12(0.1) 528.5 meV nm^2
  mean rate 6.642e+10 1/s, ratio 1.537
barrier 250 meV: E21 31.23 meV, with Hartree 27.76 meV
  mean rate 2.646e+11 1/s, ratio 1.713
nonparabolic mass rise 2(E2+kT)/gap 12 %
Coulomb energy at mean spacing / kT 0.48
Born parameter W12(0.1)/(2A) 0.47
bulk polar-phonon absorption 2.6e+12 1/s
tests ok
```
